# Pairing of Natural Orbitals for Chemical Valence and the Orbital Energy Partition, part 2

The orbital relaxation energy of an adduct AB is to be divided into channels, each an NOCV pair (natural orbitals for chemical valence, the eigenvectors of $\Delta D$). Algebra is in atomic units in the orthonormal Löwdin basis of $M$ functions: $D=S^{1/2}D^{\rm AO}S^{1/2}$, with AO overlap matrix $S$ and eigenvectors $y=S^{1/2}c$.

The reference $\Psi_0$ is the normalised determinant of all occupied fragment orbitals at the adduct geometry. For closed shells $D_0=2Q$, the relaxed determinant has $D=2P$, and $\Delta D=D-D_0=2A$, where $A=P-Q$ and $P,Q$ are projectors of rank $N$. Idempotency gives

$$A^2=P+Q-PQ-QP,$$

and, with equal ranks, a spectrum symmetric about zero. The occupied orbitals $u_k$ of $\Psi_0$ and $v_k$ of the relaxed state obey

$$\langle u_k|v_l\rangle=\cos\theta_k\,\delta_{kl},\qquad0\le\theta_k\le\pi/2 .$$

With $c_k=\cos\theta_k$, $s_k=\sin\theta_k$ and $\theta_k\ne0$, $w_k=(v_k-c_ku_k)/s_k$ is a virtual orbital of the reference. The NOCVs $\psi_{k\pm}$ have eigenvalues $\pm\nu_k$, $\nu_k=2\sin\theta_k$. For real orbitals, dropping the index on the right, each pair changes the density by

$$\Delta\rho_k=2\big[s^2(w^2-u^2)+2sc\,uw\big].$$

The example is linear H$_4$ as H$_2$ + H$_2$: bonds 0.75 Å, gap 1.25 Å, RHF/cc-pVDZ, $M=20$, $N=2$, fragments in their own basis functions. Pair 1 is gerade, with $\nu_1=0.125230$ and $\cos\theta_1=0.998038$; pair 2 is ungerade, with $\nu_2=0.088400$ and $\cos\theta_2=0.999023$.

The closing printout also lists earlier checks. The $M=9$ lines use random projectors, and "mult($\pm1$)" counts eigenvalues $\pm1$ of $A$. The bonding orbitals of the two molecules are $a$ and $b$. "Raw promolecule" takes the plain sum of fragment densities as reference, and "MP2 density" takes an unrelaxed MP2 final density; both break the pairing.

## Partition of the orbital relaxation energy over the pairs

The symbols are those of the first half. In an orthonormal basis $D_0=2Q$ is the density matrix of the antisymmetrised fragment product $\Psi_0$ and $D=2P$ that of the relaxed closed-shell determinant, with projectors $P,Q$ of equal rank $N$, $A=P-Q$ and $\Delta D=D-D_0=2A$. The corresponding orbitals obey $\langle u_k|v_l\rangle=c_k\delta_{kl}$ and $v_k=c_ku_k+s_kw_k$, with $c_k=\cos\theta_k$, $s_k=\sin\theta_k$, $Q=\sum_ku_ku_k^\dagger$, $P=\sum_kv_kv_k^\dagger$ and $Qw_k=0$. The NOCVs $\psi_{k\pm}$ lie in the plane of $u_k$ and $w_k$ and have eigenvalues $\pm\nu_k$ with $\nu_k=2s_k$. The deformation splits into traceless pieces, $\Delta D=\sum_k\Delta D_k$, with $\Delta D_k=\nu_k(\psi_{k+}\psi_{k+}^\dagger-\psi_{k-}\psi_{k-}^\dagger)=2(v_kv_k^\dagger-u_ku_k^\dagger)$.

The interaction energy of the fragments at fixed geometry is split at the state $\Psi_0$,

$$E[D]-E_A-E_B=\big(E[D_0]-E_A-E_B\big)+\big(E[D]-E[D_0]\big).$$

The first bracket contains the electrostatic and Pauli terms, and the second is the orbital energy $\Delta E_{\rm orb}$. The energy is assumed to be a differentiable function $E[X]$ of the one-particle density matrix $X$, as it is in Hartree–Fock theory and for local, gradient-corrected and hybrid functionals. The Fock or Kohn–Sham matrix is defined by $\delta E=\operatorname{Tr}F[X]\,\delta X$. Terms independent of $X$, such as nuclear repulsion, cancel in $\Delta E_{\rm orb}$. Orbitals are real from here on. If $D$ is the lowest closed-shell determinant in the basis, then $\Delta E_{\rm orb}\le0$, because $\Psi_0$ is one of the competing determinants.

Connect the two ends by the straight line $D_t=D_0+t\,\Delta D=2Q_t$ with $Q_t=Q+tA$ and $0\le t\le1$. Since $Q_t=(1-t)Q+tP$, every expectation value of $Q_t$ is a weighted mean of two numbers in $[0,1]$, so the occupations stay between 0 and 2. The density $(1-t)\rho_0+t\rho$ is nowhere negative, so a density functional can be evaluated on it. The interior points are not determinants. From $A^2=P+Q-PQ-QP$ one has $QA+AQ=QP+PQ-2Q=A-A^2$, and therefore

$$Q_t^2-Q_t=Q+t(A-A^2)+t^2A^2-Q-tA=-t(1-t)A^2,$$

which vanishes at the ends alone when $A\ne0$. The energy expression is thus used on non-idempotent matrices along the way. This does not affect the total, which depends on the ends, but it makes the straight line a convention that enters the individual pair energies.

Since $dD_t/dt=\Delta D$ is constant, the derivative of the energy along the line is $g(t)=\operatorname{Tr}F[D_t]\,\Delta D$, and the fundamental theorem of calculus gives

$$\Delta E_{\rm orb}=\int_0^1g(t)\,dt=\operatorname{Tr}\bar F\,\Delta D,\qquad\bar F=\int_0^1F[D_t]\,dt .$$

The constant matrix $\Delta D$ was taken out of the integral, which is the reason for choosing a straight path. Now insert the spectral form and use $\operatorname{Tr}\bar F\psi\psi^\dagger=\langle\psi|\bar F|\psi\rangle$, abbreviated $\bar F_{k\pm}$ for $\psi_{k\pm}$:

$$\Delta E_{\rm orb}=\sum_k\Delta E_k,\qquad\Delta E_k=\nu_k\big(\bar F_{k+}-\bar F_{k-}\big)=2\big(\langle v_k|\bar F|v_k\rangle-\langle u_k|\bar F|u_k\rangle\big).$$

The sum has no cross terms between pairs because $\Delta D$ is diagonal in the NOCV basis, and off-diagonal elements of $\bar F$ are multiplied by zero. The second form reads as the change of the energy of a doubly occupied orbital when $u_k$ turns into $v_k$ in the fixed average field. In the AO basis the matrix elements are $c^TF^{\rm AO}c$ with the $S$-normalised eigenvectors $c$, because $F=S^{-1/2}F^{\rm AO}S^{-1/2}$ and $y=S^{1/2}c$.

Expanding $v=cu+sw$ in one plane gives $\langle v|\bar F|v\rangle=c^2\bar F_{uu}+s^2\bar F_{ww}+2sc\bar F_{uw}$, and with $c^2-1=-s^2$

$$\Delta E_k=2s^2\big(\bar F_{ww}-\bar F_{uu}\big)+4sc\,\bar F_{uw}.$$

The first term is the cost of promoting $2s^2$ electrons into the virtual orbital and is positive when $w$ lies above $u$ in the average field. The second comes from the occupied–virtual coupling and goes with the interference density $4sc\,uw$. The sign of the sum is fixed by the variational argument when there is one pair; for several pairs that argument bounds the total but does not fix the sign of each single term.

In Hartree–Fock theory the average can be done in closed form. With two-electron integrals $(ij|kl)$ in chemists' notation,

$$E[X]=\operatorname{Tr}hX+\tfrac12\operatorname{Tr}XG[X]+V_{nn},\qquad G[X]_{ij}=\sum_{kl}\big[(ij|kl)-\tfrac12(ik|jl)\big]X_{kl}.$$

The factor $\tfrac12$ on exchange arises because each spin carries half of $X$ and exchange acts within one spin. $G$ is linear, and for symmetric matrices $\operatorname{Tr}XG[Y]=\operatorname{Tr}YG[X]$, because $(ij|kl)=(kl|ij)$ and $(ik|jl)=(ki|lj)$. The first variation of the quadratic term is $\tfrac12\operatorname{Tr}\delta X\,G[X]+\tfrac12\operatorname{Tr}XG[\delta X]=\operatorname{Tr}G[X]\,\delta X$, so $F[X]=h+G[X]$. Along the line $F[D_t]=F[D_0]+t\,G[\Delta D]$, and $\int_0^1t\,dt=\tfrac12$ gives

$$\bar F=F[D_0]+\tfrac12G[\Delta D]=F\big[\tfrac12(D_0+D)\big]=\tfrac12\big(F[D_0]+F[D]\big)\equiv F^{\rm TS}.$$

The transition-state Fock matrix is therefore the exact average in Hartree–Fock theory. The function $g$ is a straight line with slope $\gamma=\operatorname{Tr}\Delta D\,G[\Delta D]$, and the endpoint matrices miss the energy by half the slope, $g(0)=\Delta E_{\rm orb}-\gamma/2$ and $g(1)=\Delta E_{\rm orb}+\gamma/2$.

The value $g(1)$ is not zero, although $D$ is the self-consistent solution, because the line leaves the set of determinants. In plane $k$ let $w'=-su+cw$ be the unit vector orthogonal to $v$, so that $u=cv-sw'$. It is orthogonal to all $v_l$ and thus virtual in the final state. At self-consistency $F[D]$ commutes with $P$ and its element between $v$ and $w'$ vanishes, so $\langle u|F|u\rangle=c^2F_{vv}+s^2F_{w'w'}$ and

$$g(1)=-2\sum_ks_k^2\big(F_{w'_kw'_k}-F_{v_kv_k}\big),$$

which is negative when the virtual levels of $F[D]$ lie above the occupied ones. The slope has two parts of opposite sign. With $\Delta\gamma(\mathbf r,\mathbf r')=\sum_{ij}\Delta D_{ij}\chi_i(\mathbf r)\chi_j(\mathbf r')$ in the orthonormal basis $\chi_i$, the Coulomb part is the self-repulsion of $\Delta\rho$, and the exchange part is $-\tfrac12\iint\Delta\gamma(\mathbf r,\mathbf r')^2/|\mathbf r-\mathbf r'|$. Both double integrals are non-negative, so the sign of $\gamma$ tells which one dominates.

For a semilocal functional the exchange–correlation energy is not quadratic in the density and the midpoint is an approximation. Assume $g$ is smooth and consider the interval of length $\tau$ centred on $t=\tfrac12$. With $x=t-\tfrac12$, the Taylor series is $g=g_0+g'x+\tfrac12g''x^2+\dots$, with all coefficients taken at the midpoint. Odd powers integrate to zero over $[-\tau/2,\tau/2]$, while $\int x^2dx=\tau^3/12$ and $\int x^4dx=\tau^5/80$, so

$$E[D_{(1+\tau)/2}]-E[D_{(1-\tau)/2}]-\tau g_0=\frac{\tau^3}{24}\,g''+\frac{\tau^5}{1920}\,g''''+\dots$$

For $\tau=1$ the left side is the error of the transition-state formula. The one-electron, Coulomb and exact-exchange terms are at most quadratic and do not contribute to $g''$, which is the third derivative of the energy along the line. For a local functional $E_{xc}=\int f(\rho)\,d^3r$, three differentiations with $d\rho_t/dt=\Delta\rho$ give $g''=\int f'''(\rho_{1/2})\,\Delta\rho^3\,d^3r$, so the leading error is cubic in the deformation density. The exact partition is recovered, up to quadrature error, by averaging $F[D_t]$ over several points of the line.

Three properties decide what $\Delta E_k$ means. The first concerns the zero of energy. Adding a constant $\epsilon$ to the one-electron potential sends $\bar F$ to $\bar F+\epsilon$ and leaves $\Delta E_{\rm orb}$ unchanged, because $\operatorname{Tr}\Delta D=0$. A single term $\nu_i\langle\psi_i|\bar F|\psi_i\rangle$ of the spectral sum changes by $\nu_i\epsilon$, so it has no meaning by itself. A pair changes by $(\nu_k-\nu_k)\epsilon=0$. Had the spectrum been unpaired, as for the plain sum of fragment densities, any grouping of eigenvectors whose eigenvalues do not add to zero would have an energy that depends on $\epsilon$. Pairing supplies the smallest groups that are free of this dependence.

The second concerns degenerate angles. If $\theta_k<\pi/2$ is the same for a set of $m$ indices, the singular vectors may be mixed by one orthogonal $m\times m$ matrix $R$ applied to both sets, $u\to uR$ and $v\to vR$, since $R^T(c\,1)R=c\,1$ preserves the diagonal overlap. The pair energies are the diagonal elements of the matrix $W_{kl}=2(\langle v_k|\bar F|v_l\rangle-\langle u_k|\bar F|u_l\rangle)$, which transforms to $R^TWR$. Its trace is invariant, and its diagonal elements change unless $W$ is a multiple of the unit matrix. If the degeneracy is enforced by symmetry, the $m$ functions span one irreducible representation and $\bar F$ is totally symmetric, then Schur's lemma makes $W$ such a multiple and the $m$ pairs have equal energies. For an accidental degeneracy the sum over the set is the quantity to report. The program tests this on a six-dimensional model with two equal angles and a random symmetric $F$, where a rotation changes the single energies and leaves the sum. At $\theta_k=\pi/2$ the overlap block of the set is zero, so $u$ and $v$ can be rotated independently of each other; unless symmetry makes the energies equal, again only their sum is fixed.

The third concerns the relation to a real relaxation. Adding one piece to the reference gives $D_0+\Delta D_k=2(\sum_{l\ne k}u_lu_l^\dagger+v_kv_k^\dagger)$, and $\langle u_l|v_k\rangle=0$ for $l\ne k$ makes this twice a rank-$N$ projector. Each pair therefore defines a determinant in which one orbital has been rotated and the others are frozen. In Hartree–Fock theory its energy follows from the quadratic form,

$$E^{\rm rot}_k=E[D_0+\Delta D_k]-E[D_0]=\operatorname{Tr}F[D_0]\Delta D_k+\tfrac12\operatorname{Tr}\Delta D_kG[\Delta D_k],$$

whereas $\Delta E_k=\operatorname{Tr}F^{\rm TS}\Delta D_k=\operatorname{Tr}F[D_0]\Delta D_k+\tfrac12\sum_l\operatorname{Tr}\Delta D_kG[\Delta D_l]$. Subtraction removes the first term and the $l=k$ term:

$$\Delta E_k-E^{\rm rot}_k=\tfrac12\sum_{l\ne k}\operatorname{Tr}\Delta D_k\,G[\Delta D_l].$$

The two-electron coupling $\operatorname{Tr}\Delta D_kG[\Delta D_l]$ between two channels is shared equally between them. The additivity of the partition is obtained by this sharing, which the straight line imposes by switching all channels on at the same rate. Rotating the orbitals one after another would give the full coupling to the channel that comes later.

The H$_4$ chain, with 0.75 Å bonds and a 1.25 Å gap at the RHF/cc-pVDZ level, has $E[\Psi_0]-E_A-E_B=+0.85176$ eV and $\Delta E_{\rm orb}=-0.26585$ eV, which is $-25.65$ kJ/mol. The interaction energy is $0.85176-0.26585=+0.58591$ eV, so the arrangement is repulsive and relaxation removes 31 per cent of the first step. The digits are those of this basis without counterpoise correction and are kept to make the arithmetic visible. The interaction energy hardly moves with the basis ($+0.587$ eV in cc-pVTZ), but its two parts do. cc-pVTZ gives $+0.895$ eV for the first step and $\Delta E_{\rm orb}=-0.308$ eV, with pair energies of $-0.200$ and $-0.108$ eV. Fragments computed in the full cc-pVDZ basis of the chain give $\Delta E_{\rm orb}=-0.278$ eV. The orbital energy was obtained from total energies, with $E[D_0]$ built from explicit integrals, and is compared with the NOCV sum. For the gerade pair

$$\Delta E_1=0.125230\,(-4.19687+2.76295)\ {\rm eV}=0.125230\,(-1.43392)\ {\rm eV}=-0.17957\ {\rm eV},$$

and for the ungerade pair

$$\Delta E_2=0.088400\,(0.74253-1.71857)\ {\rm eV}=0.088400\,(-0.97604)\ {\rm eV}=-0.08628\ {\rm eV}.$$

The sum is $-0.26585$ eV, with shares of 67.5 and 32.5 per cent, and the printed difference from the total-energy value is at the level of rounding error. The corresponding-orbital form gives $2(-18.29646+18.20667)=-0.17958$ eV and $2(-14.38031+14.33717)=-0.08628$ eV, equal within the last digit. Both pair energies are negative here, as a computed fact for this geometry.

The separate terms of pair 1 are $0.125230\times(-4.19687)=-0.52557$ eV and $+0.125230\times2.76295=+0.34600$ eV, each larger in modulus than their sum and each dependent on the zero of energy. The NOCV diagonal elements near $-4$ and $-3$ eV lie far above the occupied value of $-18.2$ eV because each NOCV is about half virtual. The trace of $F^{\rm TS}$ in the plane is the same in the bases $(\psi_+,\psi_-)$ and $(u,w)$, so $F_{ww}=-4.19687-2.76295+18.20667=+11.24685$ eV. The promotion cost is then $2s^2(F_{ww}-F_{uu})=0.0078413\times29.4535=+0.231$ eV, and the coupling term is the remainder, $-0.180-0.231=-0.411$ eV. With $4sc=2\times0.125230\times0.998038=0.24997$ this corresponds to $F_{uw}=-1.64$ eV.

Rotating each orbital alone gives $-0.16345$ eV and $-0.07016$ eV. The differences from the pair energies are $-0.17957+0.16345=-0.01612$ eV and $-0.08628+0.07016=-0.01612$ eV, and both are tested against $\tfrac12\operatorname{Tr}\Delta D_1G[\Delta D_2]=-0.01612$ eV from the integrals. The coupling is negative (also in cc-pVTZ, where the shared term is $-0.0184$ eV), so the two rotations assist each other in this geometry. The shared term is 9 per cent of $\Delta E_1$ and 19 per cent of $\Delta E_2$, which indicates how far the smaller pair energy depends on the sharing convention.

The endpoint matrices give $g(0)=-0.17722$ eV and $g(1)=-0.35449$ eV, whose mean, $-0.26585$ eV within rounding, is the orbital energy. Each misses it by $0.0886$ eV, a third of $|\Delta E_{\rm orb}|$, so neither the reference nor the converged Fock matrix can replace $F^{\rm TS}$. The order of the two numbers deserves attention, since the energy falls faster at the self-consistent end than at the start. The slope is $\gamma=-0.35449+0.17722=-0.17727$ eV ($-0.200$ eV in cc-pVTZ), so the Hartree–Fock expression is concave along this line, and by the decomposition above the exchange part of $\gamma$ outweighs the Coulomb part. There is no conflict with $D$ being a minimum among determinants, because the line passes through non-idempotent matrices, and beyond $t=1$ it produces occupations outside the range 0 to 2.

The calculation repeated with the PBE functional, for the fragments and the chain and again with digits that belong to the cc-pVDZ basis, gives $E[\Psi_0]-E_A-E_B=+0.73518$ eV, $\Delta E_{\rm orb}=-0.393935$ eV and $\nu=\pm0.169995$, $\pm0.129678$. The spectrum is again tested to be symmetric, since the Kohn–Sham determinant is a projector. The path average by eight-point Gauss–Legendre quadrature gives pair energies of $-0.265923$ and $-0.128012$ eV, which add to $-0.393935$ eV with a printed residual of $1.1\times10^{-13}$ eV. The midpoint matrix gives $-0.266296$ and $-0.128000$ eV, with sum $-0.394296$ eV, too low by $3.60\times10^{-4}$ eV, or 0.09 per cent of $|\Delta E_{\rm orb}|$. The error sits mostly in the first pair, where it is $3.7\times10^{-4}$ eV, against $1.2\times10^{-5}$ eV of opposite sign in the second. A finite-difference second derivative gives $g''/24=3.59\times10^{-4}$ eV. On the half interval, $\tau=\tfrac12$, the cubic law predicts $g''/192=4.491\times10^{-5}$ eV and the energies give $4.493\times10^{-5}$ eV, which is the comparison the program asserts. The ratio of the two errors, $3.601\times10^{-4}/4.493\times10^{-5}=8.01$, is close to $2^3$. For rotations this small the midpoint error is far below the $0.128$ eV difference between the PBE and Hartree–Fock orbital energies, and $F^{\rm TS}$ suffices. Because the leading error grows as the cube of the deformation density, that conclusion has to be checked again when an angle is large, and comparing $\operatorname{Tr}F^{\rm TS}\Delta D$ with $E[D]-E[D_0]$ costs one additional energy evaluation.

## Values computed for the example and the checks

```
M=9 ranks 4,4: pairs 4, mult(+1) 0, mult(-1) 0
M=9 ranks 6,6: pairs 3, mult(+1) 0, mult(-1) 0
M=9 ranks 4,2: pairs 2, mult(+1) 2, mult(-1) 0
M=9 ranks 4,4 one right angle: pairs 3, mult(+1) 1, mult(-1) 1
H4: bond 0.75 A, gap 1.25 A, M = 20, N = 2, cc-pVDZ
HF fragment orbital overlap |<a|b>| = 0.20575
HF E[Psi0]-E(A)-E(B) = 0.85176 eV
HF interaction energy = 0.58591 eV
HF dE_orb = -0.26585 eV = -25.65 kJ/mol
pair 1: parity +1, theta = 3.5899 deg, cos = 0.998038
  nu = +-0.125230 e, occ(psi+) 0.93739 -> 1.06261 e
  FTS++ = -4.19687 eV, FTS-- = -2.76295 eV
  <v|FTS|v> = -18.29646 eV, <u|FTS|u> = -18.20667 eV
  dE_k = -0.17957 eV (67.5 %), rotated alone -0.16345 eV
  drho_k(centre) = 0.07126 e/A^3
pair 2: parity -1, theta = 2.5333 deg, cos = 0.999023
  nu = +-0.088400 e, occ(psi+) 0.95580 -> 1.04420 e
  FTS++ = 0.74253 eV, FTS-- = 1.71857 eV
  <v|FTS|v> = -14.38031 eV, <u|FTS|u> = -14.33717 eV
  dE_k = -0.08628 eV (32.5 %), rotated alone -0.07016 eV
  drho_k(centre) = 0.00000 e/A^3
HF coupling (1/2)Tr dD1 G[dD2] = -0.01612 eV
HF Tr F[D0]dD = -0.17722 eV, Tr F[D]dD = -0.35449 eV
HF midpoint error = 1.7e-14 eV
raw promolecule: nu = -0.45322 -0.01457 0.04172 0.42607 e
  max asymmetry = 0.02715 e
MP2 density: nu = -0.12968 -0.09580 0.08199 0.12075 e
  max asymmetry = 0.01381 e
PBE E[Psi0]-E(A)-E(B) = 0.73518 eV
PBE dE_orb = -0.393935 eV
PBE nu = +-0.169995, +-0.129678 e
PBE dE_k path average = -0.265923, -0.128012 eV
PBE dE_k midpoint = -0.266296, -0.128000 eV
PBE path-average residual = 1.1e-13 eV
PBE midpoint error = 3.601e-04 eV, g''/24 = 3.593e-04 eV
PBE half interval error = 4.493e-05 eV, g''/192 = 4.491e-05 eV
```
